\section*{Electron Reflection Force on a Single-Channel Barrier at Small Bias}

\section{The choice to make in a calculation}

Suppose that a transport calculation for a narrow conductor has given the transmission probability, and with it the reflection probability. If the momentum given to a scatterer is wanted as well, one must decide whether to integrate the electron density against the slope of the potential, or to obtain the force from the reflection probability already at hand. For one channel, a small bias and leads in which the electrons move freely along the conductor, the second route suffices:
\begin{equation}
F=\frac{4\,eV\,k_F R}{2\pi}=\frac{2}{\pi}\,eV\,k_F R ,
\label{main}
\end{equation}
with both spins included. Two inputs need care: $V$ is the bias between the reservoirs, and $R$ is the reflection probability at the Fermi energy. The spin factor is already in the prefactor.

Hartree atomic units are used, $\hbar=m=e=1$, but $eV$ is kept as the symbol for the bias energy, with $e>0$. The model consists of non-interacting electrons in one dimension and a fixed, localized barrier $U(x)$, with $U=0$ far away on both sides. The left and right reservoirs inject electrons with chemical potentials
\begin{equation}
\mu_L=E_F+\frac{eV}{2},\qquad \mu_R=E_F-\frac{eV}{2},\qquad E_F=\frac{k_F^2}{2}.
\label{bias}
\end{equation}
For $eV>0$ the excess electrons come from the left. The force on the barrier then points to the right, the positive direction. Equation \eqref{main} is the first-order term in $V$ at zero temperature. It is the reflection, or wind, part of the electromigration force; Section \ref{screen} shows what a fixed potential leaves out.

The flat leads are essential. In a uniform wire $k_F$ is the wave number along the wire of the open channel. In a crystalline lead the periodic potential also exchanges momentum with the electrons, so the momentum balance derived below gives only the total force on scatterer and lattice together. The force on a defect of atomic size then differs from $2k_F$ per reflection, with $k_F$ the Bloch wave number, in either direction and by an amount that depends on its site. In that case the density must be integrated against the slope of the defect potential.

\section{From the force operator to momentum flux}

Displace the barrier rigidly by $X$, so that its potential is $U(x-X)$. The force on it is the expectation value of $-\partial H/\partial X$. Since $\partial U(x-X)/\partial X=-U'(x-X)$, two minus signs cancel, and at $X=0$
\begin{equation}
F=\int n(x)\,U'(x)\,dx ,
\label{force}
\end{equation}
where $n$ is the electron number density. The force on the electrons is the opposite, $-\int nU'\,dx$.

A stationary state of energy $E=k^2/2$ obeys $\psi''=2(U-E)\psi$. Define its momentum flux by
\begin{equation}
\Pi(x)=\tfrac12|\psi'|^2+(E-U)|\psi|^2 .
\label{flux}
\end{equation}
The derivative of the first term is
\begin{equation}
\frac{d}{dx}\,\tfrac12|\psi'|^2
=\mathrm{Re}(\psi'^*\psi'')
=2(U-E)\,\mathrm{Re}(\psi'^*\psi),
\end{equation}
and that of the second is
\begin{equation}
\frac{d}{dx}\left[(E-U)|\psi|^2\right]
=-U'|\psi|^2+2(E-U)\,\mathrm{Re}(\psi^*\psi').
\end{equation}
The two real parts are equal, so the terms containing $E-U$ cancel in the sum:
\begin{equation}
\Pi'(x)=-U'(x)|\psi(x)|^2 .
\label{balance}
\end{equation}
Integrating across the barrier gives the force due to one state,
\begin{equation}
F_\psi=\int U'|\psi|^2dx=\Pi(\text{left})-\Pi(\text{right}).
\label{difference}
\end{equation}
The barrier receives the momentum that flows in from the left and does not flow out on the right.

\section{One scattering state}

For a wave of unit amplitude incident from the left,
\begin{equation}
\psi_L=\begin{cases}
e^{ikx}+r e^{-ikx}, & \text{left of the barrier},\\
t e^{ikx}, & \text{right of the barrier},
\end{cases}
\end{equation}
with $R=|r|^2$ and $T=|t|^2$. The particle flux $j=\mathrm{Im}(\psi^*\psi')$ is constant, because $j'=\mathrm{Im}(\psi^*\psi'')=\mathrm{Im}[2(U-E)|\psi|^2]=0$. It equals $k(1-R)$ on the left and $kT$ on the right, hence $R+T=1$.

On the left the density and the derivative term contain interference:
\begin{align}
|\psi_L|^2&=1+R+2\,\mathrm{Re}(r e^{-2ikx}),\\
|\psi_L'|^2&=k^2\left[1+R-2\,\mathrm{Re}(r e^{-2ikx})\right].
\end{align}
Where $U=0$, the flux is $\Pi=\frac12|\psi'|^2+\frac12k^2|\psi|^2$. The oscillating terms cancel, leaving
\begin{equation}
\Pi(\text{left})=k^2(1+R),\qquad \Pi(\text{right})=k^2T .
\end{equation}
The reflected wave adds to the momentum flux on the left: it carries negative momentum in the negative direction. With $T=1-R$,
\begin{equation}
F_{\psi_L}=k^2(1+R-T)=2k^2R .
\label{single}
\end{equation}
This is the incident flux $k$, times the reflection probability $R$, times the momentum $2k$ given up in a reflection. A transmitted electron regains its incoming momentum beyond the barrier and contributes no net transfer.

\subsection*{Incidence from the other side}

The state incident from the right has the outer forms
\begin{equation}
\psi_R=\begin{cases}
t' e^{-ikx}, & \text{left},\\
e^{-ikx}+r' e^{ikx}, & \text{right}.
\end{cases}
\end{equation}
Both states solve the same real Schr\"odinger equation at the same energy. Their Wronskian $W=\psi_L\psi_R'-\psi_L'\psi_R$ is therefore constant. On the left,
\begin{equation}
W=-ikt'(1+re^{-2ikx})-ikt'(1-re^{-2ikx})=-2ikt',
\end{equation}
and on the right,
\begin{equation}
W=ikt(-1+r'e^{2ikx})-ikt(1+r'e^{2ikx})=-2ikt .
\end{equation}
Thus $t'=t$, and particle conservation gives $|r'|^2=R$ even if the barrier is asymmetric. The fluxes are now $k^2T$ on the left and $k^2(1+R)$ on the right, so
\begin{equation}
F_{\psi_R}=k^2(T-1-R)=-2k^2R .
\end{equation}
Equally occupied states from the two sides cancel. A bound state, if the potential has one, gives no force either: its $\Pi$ vanishes far away on both sides.

\section{Summing over occupied states}

To count incident waves, take a lead of large length $\ell$ with periodic boundary conditions. Its plane waves have spacing $2\pi/\ell$ in $k$ and squared amplitude $1/\ell$. A sum over normalized waves thus becomes an integral over waves of unit amplitude with weight $dk/(2\pi)$. Since $dE=k\,dk$, the weight per spin is $dE/(2\pi k)$.

The reservoirs are independent, so there is no coherence between states injected from different sides, and their forces add. With occupations $f_L$ and $f_R$ and a factor two for spin,
\begin{align}
F&=2\int_0^\infty\frac{dE}{2\pi k}\,2k^2R(E)\,[f_L(E)-f_R(E)]\notag\\
&=\frac{2}{\pi}\int_0^\infty kR(E)\,[f_L(E)-f_R(E)]\,dE .
\label{general}
\end{align}
At zero temperature the bracket is one between $\mu_R$ and $\mu_L$ and zero elsewhere. Write $g(E)=kR(E)$ and $E=E_F+\epsilon$. The Taylor expansion of $g$ gives
\begin{align}
F&=\frac{2}{\pi}\int_{-eV/2}^{eV/2}
\left[g+g'\epsilon+\tfrac12g''\epsilon^2+\cdots\right]d\epsilon\notag\\
&=\frac{2}{\pi}\left[eV\,g+\frac{(eV)^3}{24}g''+\cdots\right],
\label{expand}
\end{align}
with $g$ and its derivatives taken at $E_F$. The linear term in $\epsilon$ integrates to zero because the window is symmetric. The first term is $(2/\pi)eV\,k_FR$, which is \eqref{main}.

The factors can also be read as a rate. Each spin makes $eV/(2\pi)$ attempts per unit time in the bias window. Two spins, reflection probability $R$ and transfer $2k_F$ give
\begin{equation}
F=2\times\frac{eV}{2\pi}\times R\times2k_F=\frac{4eVk_FR}{2\pi}.
\end{equation}
In units where $\hbar$ is not one, the attempt rate is $eV/(2\pi\hbar)$ and the transfer is $2\hbar k_F$. Their product contains no $\hbar$. Equation \eqref{main} therefore holds unchanged in SI units with $eV$ in joules and $k_F$ in inverse metres.

If a code supplies the current instead of the bias, use the net electron rate $J$ to the right. One state carries flux $kT$, so to first order
\begin{equation}
J=2\,\frac{eV}{2\pi k_F}\,k_FT=\frac{eV\,T}{\pi},
\qquad
F=2k_F\frac{R}{T}J\quad(T>0).
\label{current}
\end{equation}
Here $T$ is the transmission at $E_F$. For a nearly opaque barrier $T$ can change by a large fraction across the bias window, and it loses digits if it is computed as $1-R$. Equation \eqref{main} is then the better choice numerically.

\section{Limits and accuracy}

\subsection*{Opaque and narrow barriers}

For an impenetrable barrier, $R=1$ and the force must be the pressure difference of two electron gases. The density of a gas with Fermi wave number $k_F$ is $n_0=2(2k_F)/(2\pi)=2k_F/\pi$. At zero temperature $dp=n_0\,d\mu$, so the pressure difference is $n_0eV=(2/\pi)k_FeV$, in agreement with \eqref{main}. For general $R$ the result can be written
\begin{equation}
F=R\,n_0\,eV .
\label{density}
\end{equation}

A narrow barrier $U=\lambda\delta(x)$ gives a second explicit case. Continuity requires $1+r=t$, and the jump in slope requires $ikt-ik(1-r)=2\lambda t$. Substituting $r=t-1$ gives $2ik(t-1)=2\lambda t$, hence
\begin{equation}
t=\frac{k}{k+i\lambda},\qquad
R=1-|t|^2=\frac{\lambda^2}{k^2+\lambda^2},
\end{equation}
and
\begin{equation}
F=\frac{2}{\pi}\,eV\,\frac{k_F\lambda^2}{k_F^2+\lambda^2}.
\end{equation}
As long as $eV\ll E_F$, this force at fixed bias and $\lambda$ grows as $k_F$ for $k_F\ll|\lambda|$ and falls as $1/k_F$ for $k_F\gg|\lambda|$. A larger Fermi momentum therefore need not mean a larger force, because reflection weakens as the momentum transfer grows. For such a sharp potential it is safer to evaluate the momentum flux outside the barrier than to put a singular $U'$ into \eqref{force}.

\subsection*{Finite bias and temperature}

Equation \eqref{expand} gives the leading relative error of the linear formula,
\begin{equation}
\frac{F-F_{\rm lin}}{F_{\rm lin}}\simeq\frac{(eV)^2}{24}\frac{g''}{g}.
\label{biaserror}
\end{equation}
A linear variation of $kR$ across the centred window causes no error. It is sufficient that $kR$ varies little across the window, but $eV\ll E_F$ alone does not ensure this. Near a resonance of width $\Gamma$, $R$ can change over an energy $\Gamma$, and the bias must then be small compared with $\Gamma$. If $R$ vanishes at $E_F$, as at a resonance with perfect transmission, even this is not enough: the linear term is zero, the leading force is cubic in the bias when $R''(E_F)\ne0$, and \eqref{general} must be used.

The placement of the window matters too. If $\mu_L=E_F+\alpha eV$ and $\mu_R=E_F-(1-\alpha)eV$, the term in $g'$ survives:
\begin{equation}
\int_{-(1-\alpha)eV}^{\alpha eV}\epsilon\,d\epsilon
=\frac{(eV)^2}{2}\left[\alpha^2-(1-\alpha)^2\right]
=(eV)^2\left(\alpha-\tfrac12\right).
\end{equation}
The relative error then starts at $(\alpha-\frac12)eV\,g'/g$, first order in the bias. Evaluating $k$ and $R$ at the middle of the window removes it.

At temperature $\Theta$, with $\theta=k_B\Theta\ll E_F$, the difference of occupations is the bias window smoothed by $-\partial f/\partial E$. The second moment of this smoothing function is $\theta^2$ times
\begin{align}
\int_{-\infty}^{\infty}\frac{z^2e^z\,dz}{(e^z+1)^2}
&=2\sum_{s=1}^{\infty}(-1)^{s+1}s\int_0^\infty z^2e^{-sz}dz\notag\\
&=4\sum_{s=1}^{\infty}\frac{(-1)^{s+1}}{s^2}=\frac{\pi^2}{3}.
\end{align}
The second moment of the flat window is $(eV)^2/12$. Second moments add when symmetric distributions are convolved, and the Taylor term carries a factor $\frac12$. Therefore
\begin{equation}
F\simeq\frac{2}{\pi}eV\left[g+\left(\frac{(eV)^2}{24}+\frac{\pi^2\theta^2}{6}\right)g''\right].
\label{thermal}
\end{equation}
When $g$ is not smooth on the scale of $\theta$ or $eV$, the integral \eqref{general} should be evaluated directly.

\section{What the fixed potential leaves out}
\label{screen}

In a metal the electrons rearrange under bias and change the potential. A first-order estimate shows that this effect can be of the same order as the force itself. Let the flat levels of the leads shift by $\delta U_L$ and $\delta U_R$ until the mean density far from the barrier returns to its equilibrium value. In the left lead, states injected from the left have mean density $1+R$ and those injected from the right have $T$. With the weight $1/(\pi k_F)$ for both spins,
\begin{equation}
\delta n_L=\frac{1}{\pi k_F}\left[(1+R)\frac{eV}{2}-T\frac{eV}{2}-2\,\delta U_L\right]=0 .
\end{equation}
Since $1+R-T=2R$, this gives $\delta U_L=R\,eV/2$. By the same argument with the sides exchanged, $\delta U_R=-R\,eV/2$. The local drop in potential energy is $R\,eV$, which differs from the reservoir bias unless $R=1$. Inserting the local drop for $eV$ in \eqref{main} would count the factor $R$ twice.

The drop also changes the density at the barrier, and with it the force \eqref{force}. In the left lead the unequal occupations raise the momentum flux by $(k_F/\pi)R\,eV$, while the level shift lowers it by $n_0\,\delta U_L$, which is the same amount. The changes in the right lead cancel in the same way. To first order the total force on the electrons, from the barrier and the induced potential $\delta U(x)$ together, is therefore zero, and the force on the barrier becomes
\begin{equation}
\int nU'\,dx=-\int n_{\rm eq}(x)\,\delta U'(x)\,dx ,
\end{equation}
where $n_{\rm eq}$ is the equilibrium density. If this density were uniform, the result would be $n_0R\,eV$, as in \eqref{density}. Where the barrier depletes the density, a drop concentrated there gives a smaller force; a drop on a maximum of the density oscillations gives a larger one; and a drop spread over a length much greater than the barrier samples $n_{\rm eq}\approx n_0$ and returns \eqref{density}. The induced field can thus change the force substantially, by an amount that depends on where the potential drops. A full electromigration calculation needs the self-consistent density and potential, together with the direct force of the field on the ionic charge. Equation \eqref{main} should not be added to a self-consistent force that already contains the wind contribution.

\section{Worked example}

The barrier is the sum of two unequal Gaussians, with heights 0.30 and 0.12 hartree, centres 0 and 2.2 bohr, and standard deviations 1.0 and 0.8 bohr. These are model parameters. For $k_F=0.700\ \mathrm{bohr}^{-1}$ the Fermi energy is 0.245 hartree, and the Schr\"odinger equation gives $R=0.5650$ and $T=0.4350$.

For one state of unit amplitude, \eqref{single} predicts
\begin{equation}
2k_F^2R=2(0.700)^2(0.5650)=0.5537 .
\end{equation}
The integral of $U'|\psi|^2$ gives $0.5537$ for incidence from the left and $-0.5537$ from the right. The asymmetry of the barrier leaves the magnitude unchanged, as derived.

Take $eV=0.0020$ hartree, so that $V=54.4$ mV. The attempt rate for both spins is $eV/\pi=6.366\times10^{-4}$ atomic units, and
\begin{align}
F&=(6.366\times10^{-4})(0.5650)(2\times0.700)\notag\\
&=5.036\times10^{-4}\ \text{hartree/bohr}=41.5\ \mathrm{pN}.
\end{align}
The transmitted rate is $J=2.769\times10^{-4}$ atomic units, and \eqref{current} gives the same force:
\begin{equation}
2(0.700)\frac{0.56505}{0.43495}(2.7690\times10^{-4})=5.036\times10^{-4},
\end{equation}
where one more digit is kept in the factors to avoid a rounding error in the last place.

At ten times this bias, $eV=0.020$ hartree, the integral over the window lies 0.073 percent below the linear formula. Equation \eqref{biaserror}, with $g''$ from finite differences, predicts the same deviation to this precision. Its negative sign means that $kR$ has negative curvature at this Fermi energy.

At the same bias and $\theta=0.010$ hartree, the thermal term in \eqref{thermal} exceeds the bias term by the factor
\begin{equation}
\frac{\pi^2\theta^2/6}{(eV)^2/24}=4\pi^2\left(\frac{0.010}{0.020}\right)^2=9.87 .
\end{equation}
The estimated total reduction is $0.0733(1+9.87)=0.80$ percent. Direct integration of \eqref{general} gives $4.997\times10^{-3}$ hartree/bohr against the linear value $5.036\times10^{-3}$, a reduction of 0.77 percent. The estimate omits derivatives of $g$ beyond the second.

A separate calculation tests the counting of states and the spin factor without using scattering states. A wire of 480 bohr is prepared in thermal equilibrium with its left half lowered by $eV/2$ and its right half raised by $eV/2$. The shifts are then removed and the electrons evolve in time. Between 250 and 400 atomic units of time the force \eqref{force} is steady, with mean $4.997\times10^{-3}$ hartree/bohr, equal to the thermal scattering result at this precision. An electron at the Fermi velocity needs about $480/0.700=686$ time units to travel from the centre to an end and back, so the comparison is made before such reflections return. The electron rates, $2.775\times10^{-3}$ atomic units in both calculations, agree as well. With equal fillings the force is zero to within $10^{-10}$ hartree/bohr. The numerical output follows this text.

For another implementation, a useful first check is the single-state identity \eqref{single} for both directions of incidence, since it fixes the sign and the factor $2k$ before any sum over states. Comparing \eqref{general} at zero temperature with \eqref{main} at two small biases then tests the spin factor and the energy window: for a smooth barrier with $R(E_F)\ne0$ and a centred window, the relative difference should fall as the square of the bias once the bias is small enough.

\section*{Calculated quantities}
\begin{verbatim}
MODEL BARRIER
Gaussian 1 height: 0.30 hartree
Gaussian 1 centre: 0.0 bohr
Gaussian 1 width (std. dev.): 1.0 bohr
Gaussian 2 height: 0.12 hartree
Gaussian 2 centre: 2.2 bohr
Gaussian 2 width (std. dev.): 0.8 bohr
SINGLE STATE AT THE FERMI ENERGY
kF: 0.700 1/bohr
Fermi energy: 0.2450 hartree
Reflection R: 0.565049 (dimensionless)
Transmission T: 0.434951 (dimensionless)
Momentum flux, left: 0.766874 a.u.
Momentum flux, right: 0.213126 a.u.
Force integral, left incidence: 0.553748 a.u.
Force integral, right incidence: -0.553748 a.u.
2 kF^2 R: 0.553748 a.u.
WORKED EXAMPLE, ZERO TEMPERATURE
eV: 0.0020 hartree
V: 54.42 mV
Attempt rate, both spins: 6.366198e-04 a.u.
Transmitted electron rate: 2.768988e-04 a.u.
Force, linear formula: 5.036102e-04 hartree/bohr
Force, state integral: 5.036065e-04 hartree/bohr
Force from electron rate: 5.036113e-04 hartree/bohr
Force: 41.491 pN
LARGER BIAS, ZERO TEMPERATURE
eV: 0.020 hartree
Force, linear formula: 5.036102e-03 hartree/bohr
Force, state integral: 5.032406e-03 hartree/bohr
Relative deviation: -0.0734 percent
Predicted deviation: -0.0733 percent
TIME-EVOLVED WIRE AT THE LARGER BIAS
Wire length: 480 bohr
Thermal energy kT: 0.010 hartree
Averaging times: 250 to 400 a.u.
Equilibrium force: -2.03e-11 hartree/bohr
Force from wire: 4.997142e-03 hartree/bohr
Spread of wire force: 6.19e-08 hartree/bohr
Force from scattering: 4.997102e-03 hartree/bohr
Electron rate from wire: 2.775358e-03 a.u.
Electron rate from scattering: 2.775260e-03 a.u.
\end{verbatim}
